# Why dissolved iron shortens lifetime far more in p-type silicon

A solar-cell simulation needs a bulk lifetime for each wafer. Suppose that a p-type wafer is known to contain $10^{12}\ \mathrm{cm^{-3}}$ of dissolved interstitial iron, and that the cell is redesigned on n-type silicon with the same iron content and the same doping. May the old lifetime be kept? The answer decides whether minority carriers can cross a wafer some $150\ \mathrm{\mu m}$ thick, and how much iron gettering must remove. In the model below the low-injection lifetime changes by a factor of about 700.

## One level, two captures

Isolated interstitial iron has a deep donor level at about $0.38$ eV above the valence band. Empty, it is $\mathrm{Fe}^+$; filled, it is $\mathrm{Fe}^0$. One recombination event takes two steps:

$$\mathrm{Fe}^+ + e \to \mathrm{Fe}^0,\qquad \mathrm{Fe}^0 + h \to \mathrm{Fe}^+ .$$

Let $N$ be the iron density, $f$ the filled fraction, and $n$, $p$ the electron and hole densities. The capture coefficients are $c_n=\sigma_n v_n$ and $c_p=\sigma_p v_p$. Only these products enter the rates, so a cross section has meaning together with its thermal speed. Rough typical values at 300 K are

$$c_n=(4\times10^{-14})(2\times10^{7})=8.0\times10^{-7}\ \mathrm{cm^3/s},$$
$$c_p=(7\times10^{-17})(1.6\times10^{7})=1.12\times10^{-9}\ \mathrm{cm^3/s},$$

with ratio $k=c_n/c_p=714$. The electron cross section is the less certain input: published values reach down to several $10^{-15}\ \mathrm{cm^2}$, and $k$ scales with it. With $\sigma_n=7.7\times10^{-15}\ \mathrm{cm^2}$ the low-injection contrast found below would be about 140 instead of about 700.

Each capture has a reverse process, emission. In equilibrium (subscript 0) each capture balances its own emission, which fixes the emission rates per site as $c_n n_1$ and $c_p p_1$, where

$$n_1=n_0\frac{1-f_0}{f_0},\qquad p_1=p_0\frac{f_0}{1-f_0},\qquad n_1p_1=n_0p_0=n_i^2 .$$

For nondegenerate carriers $p_0=N_v e^{-(E_F-E_v)/k_BT}$. With spin degeneracy absorbed in the effective level $E_t$, $f_0/(1-f_0)=e^{(E_F-E_t)/k_BT}$. Multiplying the two,

$$p_1=N_v e^{-(E_t-E_v)/k_BT}=3.1\times10^{19}\,e^{-0.38/0.02585}=1.28\times10^{13}\ \mathrm{cm^{-3}},$$

and $n_1=n_i^2/p_1=7.8\times10^{6}\ \mathrm{cm^{-3}}$ for $n_i=10^{10}\ \mathrm{cm^{-3}}$.

The ratio $[\mathrm{Fe}^+]/[\mathrm{Fe}^0]=p_0/p_1$ gives the charge state in the dark. At a doping of $10^{16}\ \mathrm{cm^{-3}}$, a fraction $1.3\times10^{-3}$ of the iron is neutral in p-type, while a fraction $7.8\times10^{-10}$ is positive in n-type. In each material nearly all the iron is therefore ready to capture the minority carrier.

## The lifetime

The net electron and hole capture rates per volume are

$$R_n=Nc_n[n(1-f)-n_1f],\qquad R_p=Nc_p[pf-p_1(1-f)] .$$

In steady state the filling does not change, so $R_n=R_p$. Collecting the terms in $f$,

$$f=\frac{c_nn+c_pp_1}{D},\quad 1-f=\frac{c_nn_1+c_pp}{D},\quad D=c_n(n+n_1)+c_p(p+p_1).$$

Inserting these in $R_n$, the terms $c_nnn_1$ cancel:

$$R=\frac{Nc_n[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)]}{D}=\frac{Nc_nc_p(np-n_i^2)}{D}.$$

Define $\tau_{n0}=1/(Nc_n)$ and $\tau_{p0}=1/(Nc_p)$, and divide numerator and denominator by $Nc_nc_p$:

$$R=\frac{np-n_i^2}{\tau_{p0}(n+n_1)+\tau_{n0}(p+p_1)} .$$

Now let both carriers have the same excess $\Delta$, which neglects charge trapped on the iron. Then $np-n_i^2=\Delta(n_0+p_0+\Delta)$. The lifetime, defined as excess minority density divided by net recombination rate, is

$$\tau=\frac{\tau_{p0}(n_0+n_1+\Delta)+\tau_{n0}(p_0+p_1+\Delta)}{n_0+p_0+\Delta}.$$

In p-type at vanishing $\Delta$, with $n_0\ll p_0$,

$$\tau\simeq\tau_{n0}\left[1+\frac{p_1}{p_0}+\frac{k(n_0+n_1)}{p_0}\right].$$

In n-type, with $p_0\ll n_0$,

$$\tau\simeq\tau_{p0}\left[1+\frac{n_1}{n_0}+\frac{p_0+p_1}{k\,n_0}\right].$$

The terms $p_1/p_0$ and $n_1/n_0$ account for iron that is already in the wrong charge state in the dark and cannot take a minority carrier. The terms $kn_1/p_0$ and $p_1/(kn_0)$ describe minority carriers that are emitted again before the second capture. The terms with the equilibrium minority density are negligible. Here the largest correction is $p_1/p_0=1.3\times10^{-3}$. Hence

$$\tau_{\text{p-type}}\simeq\frac{1}{10^{12}\times8.0\times10^{-7}}\ \mathrm{s}=1.25\ \mathrm{\mu s},$$
$$\tau_{\text{n-type}}\simeq\frac{1}{10^{12}\times1.12\times10^{-9}}\ \mathrm{s}=893\ \mathrm{\mu s}.$$

The physical reason is a division of labour. The minority carrier is scarce, and its capture sets the pace. The second capture draws on the plentiful majority carriers: a filled centre in p-type waits $1/(c_pp_0)=0.089\ \mathrm{\mu s}$ for a hole, and an emptied centre in n-type waits $1/(c_nn_0)=1.25\times10^{-4}\ \mathrm{\mu s}$ for an electron. The slow coefficient $c_p$ does no harm in p-type because it is multiplied by $10^{16}$ holes per cubic centimetre. In n-type it acts on the few excess holes, and they survive.

The diffusion length $\sqrt{D_{\rm diff}\tau}$ shows what this means for a wafer. With rough diffusivities of 30 and $11\ \mathrm{cm^2/s}$ for electrons and holes, and iron as the only recombination channel, it is about $60\ \mathrm{\mu m}$ in p-type and about 1 mm in n-type.

## Is it the charge state or the cross section?

The charge state differs between the two materials whatever the cross sections are, so it cannot by itself produce the contrast. Setting $\sigma_n=\sigma_p=10^{-15}\ \mathrm{cm^2}$, with level, doping and speeds held fixed, leaves a lifetime ratio of 1.25, which is $v_n/v_p$. The Fermi level selects which capture is the bottleneck; the asymmetry makes that choice matter.

Exchanging the two cross sections reverses the order: n-type then has $0.0035$ times the p-type lifetime. The new coefficient ratio is $k'=(7\times10^{-17}\times2\times10^7)/(4\times10^{-14}\times1.6\times10^7)=0.0022$, so the result is not simply $k'$. The n-type correction $p_1/(k'n_0)=1.28\times10^{-3}/0.0022\approx0.58$ is no longer small, and $0.0022\times1.58\approx0.0035$. A hole captured by the iron would often be emitted again before the now slow electron capture. For real iron the same term is about $2\times10^{-6}$.

## Low injection is a stricter condition in p-type

Neglecting emission and the equilibrium minority density, the general formula becomes, in p-type,

$$\tau\simeq\frac{\tau_{n0}(p_0+\Delta)+\tau_{p0}\Delta}{p_0+\Delta}=\tau_{n0}+\tau_{p0}\frac{\Delta}{p_0+\Delta}.$$

The lifetime has doubled when the second term equals $\tau_{n0}$, that is, when $\Delta/(p_0+\Delta)=1/k$, or

$$\Delta=\frac{p_0}{k-1}=1.40\times10^{13}\ \mathrm{cm^{-3}} .$$

This is far below the doping. At that point an empty centre captures an electron about as quickly as a filled centre captures a hole, and roughly half of the centres are neutral and unable to take an electron. In n-type the corresponding expression is $\tau_{p0}+\tau_{n0}\Delta/(n_0+\Delta)$, which rises by no more than $1.25\ \mathrm{\mu s}$.

| Excess density (cm⁻³) | p-type (µs) | n-type (µs) |
|---|---|---|
| $10^{12}$ | 1.34 | 893 |
| $10^{14}$ | 10.1 | 893 |
| $10^{15}$ | 82.4 | 893 |
| $10^{17}$ | 813 | 894 |

Both materials tend to $\tau_{n0}+\tau_{p0}$ at high injection, because each centre must then wait for both captures with equally abundant carriers. The contrast belongs to low injection.

A cell in full sunlight can leave that regime. Light that would give $38\ \mathrm{mA/cm^2}$, absorbed uniformly in $150\ \mathrm{\mu m}$, generates $G\approx1.6\times10^{19}$ pairs per $\mathrm{cm^3}$ and second. At low injection the iron in p-type can pass at most about $Nc_pp_0=1.1\times10^{19}\ \mathrm{cm^{-3}\,s^{-1}}$, because each filled centre must wait for a hole. At open circuit the excess density therefore climbs far above $p_0/k$. With isolated iron, the rough radiative and Auger coefficients used below and no surface recombination, it reaches about $3\times10^{15}\ \mathrm{cm^{-3}}$ in p-type and $7\times10^{15}\ \mathrm{cm^{-3}}$ in n-type. The lifetimes are then about $210\ \mathrm{\mu s}$ in p-type and $460\ \mathrm{\mu s}$ in n-type, a ratio of only about 2. At a tenth of that light the ratio is about 440. The full-sun result depends on $G$ exceeding $Nc_pp_0$, here by only about 40 %: with $1.5\times10^{12}$ or $2\times10^{12}\ \mathrm{cm^{-3}}$ of iron the open-circuit ratio is about 35 or 155. It also holds only near open circuit. At the maximum power point most carriers are extracted, and the same model, with a uniform excess density (crude when the diffusion length is shorter than the wafer), puts the p-type cell at about $10^{12}\ \mathrm{cm^{-3}}$ and $1.4\ \mathrm{\mu s}$, against about $670\ \mathrm{\mu s}$ in n-type.

The table comes from solving $R_n=R_p$ together with charge neutrality, without assuming equal excess densities. Between $10^8$ and $10^{18}\ \mathrm{cm^{-3}}$ the lifetime formula agrees with that solution to within 0.1 % in both materials.

The trapped charge can be estimated directly. At low injection in p-type, $Nc_n\Delta n\simeq Nc_pp_0\,\delta f$, so $N\delta f=(kN/p_0)\Delta n$. Each newly filled centre removes a positive charge, which an extra hole must replace:

$$\frac{\Delta p}{\Delta n}\simeq1+\frac{kN}{p_0}=1.07 .$$

The electron lifetime is unaffected at this order, but a conductance measurement sees the additional holes. When $N$ approaches $p_0/k=1.4\times10^{13}\ \mathrm{cm^{-3}}$, the assumption of equal excess densities fails at low injection.

## How much of the asymmetry is Coulomb attraction?

$\mathrm{Fe}^+$ attracts electrons; $\mathrm{Fe}^0$ exerts no such force on holes. To size the effect, assume that capture happens close to the nucleus, at a rate proportional to the electron density there. For wave number $K$ and $\rho=Kr$, the s-wave obeys

$$u''+\left(1+\frac{2\gamma}{\rho}\right)u=0,\qquad \gamma=\sqrt{\frac{Ry^*}{E}},$$

where $Ry^*$ is the hydrogen binding energy scaled by effective mass and permittivity. Writing $u=\rho e^{i\rho}w$ and $z=-2i\rho$ gives

$$zw_{zz}+(2-z)w_z-(1-i\gamma)w=0,$$

whose regular solution is the confluent hypergeometric function $w=M(1-i\gamma,2,z)$, with $w(0)=1$. Its large-$|z|$ form is

$$M\simeq\frac{(-z)^{-1+i\gamma}}{\Gamma(1+i\gamma)}+\frac{e^{z}z^{-1-i\gamma}}{\Gamma(1-i\gamma)} .$$

With $-z=2\rho e^{i\pi/2}$ and $z=2\rho e^{-i\pi/2}$, each term has magnitude $e^{-\pi\gamma/2}/(2\rho|\Gamma(1+i\gamma)|)$. After multiplication by $\rho e^{i\rho}$ they are two opposite waves of equal size, which add to a standing wave of amplitude $A=e^{-\pi\gamma/2}/|\Gamma(1+i\gamma)|$. A free wave with the same slope at the origin has $A=1$. At equal incoming amplitude the density at the centre is therefore enhanced by

$$S=\frac1{A^2}=e^{\pi\gamma}\frac{\pi\gamma}{\sinh\pi\gamma}=\frac{2\pi\gamma}{1-e^{-2\pi\gamma}},$$

using $|\Gamma(1+i\gamma)|^2=\pi\gamma/\sinh\pi\gamma$.

For slow electrons $S\simeq2\pi\gamma$. The Maxwell average of $\sqrt{k_BT/E}$ is $(4/\sqrt\pi)\int_0^\infty s\,e^{-s^2}ds=2/\sqrt\pi$, so $\langle S\rangle\simeq4\sqrt{\pi Ry^*/k_BT}$. An isotropic mass of 0.30 and permittivity 11.7 give $Ry^*\approx30$ meV and $\langle S\rangle\approx7.6$. The anisotropic mass of silicon makes this uncertain: isotropic masses of 0.19 and 0.92 give 6.1 and 13.3.

In this contact model, Coulomb attraction thus accounts for about one order of magnitude. For the cross sections chosen here a factor of roughly 90 remains. It must lie in what this estimate omits, such as short-range electronic and lattice factors or capture through excited states. The latter is itself a consequence of the attraction, so the estimate does not bound the Coulomb share in real iron. The model takes it from the cross sections and does not explain it.

## What changes in a real wafer

The iron density represents substantial contamination, and well-gettered material can contain far less. Iron-limited lifetimes scale as $1/N$, but other recombination does not. With rough coefficients, radiative and Auger processes add $50+300=350\ \mathrm{s^{-1}}$ to the iron rate of $1120\ \mathrm{s^{-1}}$ in n-type. This lowers its lifetime to $680\ \mathrm{\mu s}$ and the ratio from 713 to 544. Surfaces or other defects that add equal rates in both materials reduce the ratio further, and wafers with less iron show less contrast. At 350 K, an assumed hole-capture barrier of 0.05 eV, with $\sigma_n$ held fixed, gives a ratio of 535 without intrinsic recombination.

The assumption most easily broken in boron-doped silicon is that iron stays isolated. $\mathrm{Fe}^+$ drifts toward negative acceptors. Let $c$ be its density around one acceptor, $D_{\rm Fe}$ its diffusivity and $R_c=e^2/(4\pi\varepsilon k_BT)=4.76$ nm. The inward current is

$$I=4\pi r^2D_{\rm Fe}\left(\frac{dc}{dr}+\frac{R_c}{r^2}c\right).$$

With $c=e^{R_c/r}g$ the bracket becomes $e^{R_c/r}g'$. Integrating $g'$ from an absorbing radius $a$ to infinity gives

$$I=\frac{4\pi D_{\rm Fe}R_c\,c_\infty}{1-e^{-R_c/a}}\simeq4\pi D_{\rm Fe}R_c\,c_\infty\qquad(a\ll R_c).$$

The Debye length, 41 nm, is much larger than $R_c$, so screening is weak: it lowers the current by about 9 %, which is neglected here. For $N_A=10^{16}\ \mathrm{cm^{-3}}$ and a rough $D_{\rm Fe}=5.6\times10^{-15}\ \mathrm{cm^2/s}$, the pairing time $1/(4\pi D_{\rm Fe}R_cN_A)$ is about 50 minutes in the dark. The p-type value of $1.25\ \mathrm{\mu s}$ therefore applies soon after the pairs have been split. In the dark the iron-boron pair, a different centre with its own level and cross sections, later takes over. In full sunlight at open circuit the model leaves less than 1 % of the isolated iron positive, so the attraction is then nearly absent; at the maximum power point, or at a tenth of that light, some 85 to 90 % of it is still positive. In n-type the iron is neutral and this attraction is absent.

The old lifetime may not be kept. For the redesigned cell, enter $1/(Nc_p)$ combined with the other recombination channels; for the p-type cell, as long as its iron is isolated, use the injection-dependent formula once $\Delta$ is no longer small compared with $p_0/k$. Neither rule covers iron precipitates or other metals, whose capture properties must be supplied separately. The numerical output below lists the inputs and results.

## Numbers as computed

```
Temperature 300 K, kT = 25.85 meV
Doping 1.0e+16, iron 1.0e+12 cm^-3
Iron level above valence band: 0.38 eV
sigma_n 4.0e-14, sigma_p 7.0e-17 cm^2
v_n 2.0e+07, v_p 1.6e+07 cm/s
Nv 3.1e+19, ni 1.0e+10 cm^-3
cn 8.00e-07, cp 1.12e-09 cm^3/s
sigma_n/sigma_p = 571, k = cn/cp = 714
p1 = 1.28e+13, n1 = 7.80e+06 cm^-3
Fe0 fraction in dark p-type: 1.28e-03
Fe+ fraction in dark n-type: 7.80e-10
tau_n0 = 1.250 us, tau_p0 = 892.9 us
Solved low-injection lifetime, p-type: 1.252 us
Solved low-injection lifetime, n-type: 892.9 us
Lifetime ratio n-type/p-type: 713
p-type decay times: 1.252, 0.0892 us
n-type decay times: 892.9, 1.25e-04 us
Ratio with equal cross sections: 1.250
Ratio with exchanged cross sections: 0.00346
Diffusivities, electrons 30, holes 11 cm^2/s
Diffusion length, p-type 61 um, n-type 991 um
Excess minority (cm^-3), p-type and n-type lifetime (us):
  1e+10  1.252  892.9
  1e+12  1.341  892.9
  1e+13  2.144  892.9
  1e+14  10.091  892.9
  1e+15  82.413  893.0
  1e+16  447.657  893.5
  1e+17  812.931  894.0
p-type lifetime doubles at excess 1.40e+13 cm^-3
Ratio n/p at excess 1e+18 cm^-3 (formal): 1.010
p-type excess holes per excess electron: 1.0712
Iron density p0/k where trapping is strong: 1.40e+13 cm^-3
Coulomb factor, mass 0.30: 7.6
Coulomb factor, mass 0.19: 6.1
Coulomb factor, mass 0.92: 13.3
Part of k left after Coulomb factor: 93
Relative permittivity 11.7
Coulomb radius 4.76 nm, Debye length 40.9 nm
Iron diffusion: D0 1e-03 cm^2/s, 0.67 eV
Iron diffusivity at 300 K: 5.55e-15 cm^2/s
Iron-boron pairing time: 50 min
Radiative coefficient 5e-15 cm^3/s
Auger coefficients, n 3e-30, p 7e-31 cm^6/s
Intrinsic lifetime, p 8.3 ms, n 2.9 ms
Total lifetime, p 1.251 us, n 680 us
Ratio including intrinsic recombination: 544
Hole-capture barrier 0.05 eV (rough)
At 350 K: k = 542, lifetime ratio 535
```
